# Can a small mixing parameter reach every self-consistent solution?

## Question

I run self-consistent field calculations with plain linear mixing,

\[
D_{k+1}=D_k+\alpha\,\bigl(F[D_k]-D_k\bigr),
\]

where \(D_k\) is the input density matrix and \(F[D_k]\) is the density matrix built from the lowest orbitals of the resulting Fock matrix. When a run oscillates, I reduce \(\alpha\), and this usually cures it. I have concluded that any self-consistent solution can be reached this way: start close enough, take \(\alpha\) small enough, and be patient.

Now I have a stretched ring of six hydrogen atoms. I know a closed-shell solution, and its residual \(F[D]-D\) is zero to machine precision. If I disturb it slightly, with different disturbances for the two spins, the run drifts away. With a smaller \(\alpha\) it still drifts away, only later. Is my \(\alpha\) still too large, or is the belief wrong?

## Answer

The belief is wrong. Reducing \(\alpha\) cures one kind of instability, overshooting, and your run suffers from another kind. The linearized iteration separates the two.

### What one mixing step does to an error

Let \(D_*=F[D_*]\) be the solution and \(e_k=D_k-D_*\) a small error. Assume a gap between occupied and empty orbitals, so that \(F\) is differentiable at \(D_*\), and call its Jacobian \(J\). To first order \(F[D_k]=D_*+Je_k\), hence

\[
F[D_k]-D_k=(D_*+Je_k)-(D_*+e_k)=-(1-J)\,e_k .
\]

Define \(\epsilon=1-J\). The mixing step becomes

\[
e_{k+1}=(1-\alpha\,\epsilon)\,e_k .
\]

In density-functional language \(J=\chi_0K\), where \(\chi_0\) is the response of independent electrons to a potential and \(K\) is the change of potential per change of density. This is why \(\epsilon\) is called a dielectric operator.

If \(\epsilon v=\lambda v\), an error along \(v\) is multiplied by \(1-\alpha\lambda\) in each step. For real \(\lambda\) there are two cases.

* For \(\lambda>0\), the factor has magnitude below one when \(0<\alpha<2/\lambda\). Above this bound the step overshoots and the error grows with alternating sign. A smaller \(\alpha\) cures this.
* For \(\lambda<0\), the factor is
\[
1-\alpha\lambda=1+\alpha|\lambda|>1\qquad\text{for every }\alpha>0 .
\]
The error grows without changing sign. The step points the wrong way, and shortening it does not turn it around.

For a complex eigenvalue,

\[
|1-\alpha\lambda|^2=1-2\alpha\,\mathrm{Re}\,\lambda+\alpha^2|\lambda|^2 .
\]

This is below one for \(0<\alpha<2\,\mathrm{Re}\,\lambda/|\lambda|^2\), a range that exists only if \(\mathrm{Re}\,\lambda>0\). The correct form of your rule is therefore: a sufficiently small \(\alpha\) gives convergence from nearby starts if all eigenvalues of \(\epsilon\) have positive real part. For a real positive spectrum the condition is \(0<\alpha<2/\lambda_{\max}\). The linearization says nothing about distant starts.

The limit \(\alpha\to0\) shows what patience buys. Put \(t=\alpha k\). At fixed \(t\),

\[
(1+\alpha|\lambda|)^{t/\alpha}\;\to\;e^{|\lambda|t},
\]

so small steps merely follow the flow \(dD/dt=F[D]-D\) more closely, and that flow itself leads away from \(D_*\). While the linearization holds, growth from \(\delta_0\) to \(\delta_1\) takes

\[
k=\frac{\ln(\delta_1/\delta_0)}{\ln(1+\alpha|\lambda|)}\approx\frac{\ln(\delta_1/\delta_0)}{\alpha|\lambda|}
\]

steps; the last form holds for \(\alpha|\lambda|\ll1\).

### Where a negative eigenvalue comes from

For Hartree–Fock, \(\epsilon\) can be written down explicitly. I use real orbitals, an orthonormal basis and fixed numbers of up and down electrons. Indices \(i,j\) denote occupied and \(a,b\) empty orbitals of the solution, with \(\Delta_{ai}=\varepsilon_a-\varepsilon_i>0\). The Fock matrix for spin \(\sigma\) is

\[
f^\sigma_{pq}=h_{pq}+\sum_{rs}(pq|rs)\,(D^\uparrow+D^\downarrow)_{rs}-\sum_{rs}(pr|qs)\,D^\sigma_{rs}.
\]

**Response of the output.** The output matrix \(P\) of one spin commutes with \(f\) and satisfies \(P^2=P\). Vary both conditions around the solution. The first gives

\[
[\delta f,D_*]+[f_*,\delta P]=0 .
\]

In the orbital basis \(D_*\) is one on occupied and zero on empty orbitals, and \(f_*\) is diagonal. The \(ai\) element is \(\delta f_{ai}+(\varepsilon_a-\varepsilon_i)\,\delta P_{ai}=0\), so

\[
\delta P_{ai}=-\frac{\delta f_{ai}}{\Delta_{ai}} .
\]

The second condition gives \(\delta P=D_*\delta P+\delta P D_*\). Its occupied–occupied elements read \(\delta P_{ij}=2\,\delta P_{ij}\), and its empty–empty elements read \(\delta P_{ab}=0\). Both blocks vanish. This derivation does not require the occupied levels to be distinct, which matters for a ring with degenerate orbitals.

The input error may have components in those two blocks, because a mixture of projectors is in general not a projector. The output has none to first order. Thus \(J\) is block triangular with a zero diagonal block there, and these directions contribute eigenvalues \(1\) to \(\epsilon\). The other eigenvalues come from the occupied–empty block.

**The two spin channels.** At a closed-shell solution, errors separate into spin-symmetric and spin-antisymmetric ones. Take first \(\delta D^\uparrow=-\delta D^\downarrow=X\), with \(X_{bj}=X_{jb}=x_{bj}\) and no other elements. The total density matrix is unchanged, so the Coulomb term drops out. Exchange gives, for spin up,

\[
\delta f_{ai}=-\sum_{bj}\bigl[(ab|ij)+(aj|bi)\bigr]x_{bj}\equiv-\sum_{bj}A_{ai,bj}\,x_{bj}.
\]

The first integral comes from \(X_{bj}\), the second from \(X_{jb}\). Inserting this into the output response, the two minus signs cancel and \(J=\Delta^{-1}A\), where \(\Delta\) is now a diagonal matrix. Hence

\[
\epsilon_{\rm t}=1-\Delta^{-1}A=\Delta^{-1}M_{\rm t},\qquad M_{\rm t}=\Delta-A .
\]

For equal changes \(X\) in both spins, the total density matrix changes by \(2X\). The Coulomb term adds \(\sum_{bj}(ai|bj)\,2\,(X_{bj}+X_{jb})=4\sum_{bj}(ai|bj)x_{bj}\) to \(\delta f_{ai}\), so

\[
\epsilon_{\rm s}=\Delta^{-1}M_{\rm s},\qquad (M_{\rm s})_{ai,bj}=(M_{\rm t})_{ai,bj}+4(ai|bj).
\]

**Real spectrum and sign count.** For real orbitals both matrices \(M\) are symmetric. Since \(\Delta\) is positive,

\[
\Delta^{1/2}\,\epsilon\,\Delta^{-1/2}=\Delta^{-1/2}M\,\Delta^{-1/2},
\]

which is symmetric. So \(\epsilon\) has real eigenvalues. The right-hand side is a congruence transform of \(M\), and by Sylvester's law of inertia it has as many negative eigenvalues as \(M\).

In the antisymmetric channel, a negative eigenvalue means that exchange wins over the orbital energy differences. Along the corresponding eigenvector \(J=1-\lambda>1\): a small spin polarization of that shape produces a field that creates an even larger polarization. Along eigenvectors with \(0<\lambda<1\) the output polarization is smaller than the input.

### The solution is an energy saddle

The matrix \(M_{\rm t}\) is also an energy curvature. Rotate the up orbitals by \(e^{\theta\kappa}\) and the down orbitals by \(e^{-\theta\kappa}\), with \(\kappa_{ai}=x_{ai}\), \(\kappa_{ia}=-x_{ai}\) and \(\theta\) the rotation parameter. For spin up,

\[
D(\theta)=D_*+\theta[\kappa,D_*]+\tfrac12\theta^2[\kappa,[\kappa,D_*]]+\dots
\]

The first commutator is the matrix \(X\) used above. With \(x\) read as a rectangular matrix, \([\kappa,X]\) has the blocks \(2xx^T\) (empty–empty) and \(-2x^Tx\) (occupied–occupied). For spin down the linear term changes sign and the quadratic term does not.

Three contributions to the energy follow.

1. The linear term vanishes, because \(f_*\) has no occupied–empty elements.
2. The second-order part of \(D\), multiplied by \(f_*\), gives \(\theta^2\sum_{ai}(\varepsilon_a-\varepsilon_i)x_{ai}^2=\theta^2x^T\Delta x\) per spin, or \(2\theta^2x^T\Delta x\) in all.
3. The interaction between first-order changes is \(\tfrac12\sum_\sigma\mathrm{Tr}(\delta f^\sigma\delta D^\sigma)\). The elements \(ai\) and \(ia\) contribute equally, so each spin gives \(\tfrac12\cdot2\cdot(-\theta^2x^TAx)\), and both together give \(-2\theta^2x^TAx\).

The sum is \(E(\theta)=E(0)+2\theta^2x^TM_{\rm t}x+\dots\). If \(x\) is an eigenvector of \(\epsilon_{\rm t}\), then \(M_{\rm t}x=\lambda\Delta x\), and

\[
E''(0)=4\,x^TM_{\rm t}x=4\lambda\,x^T\Delta x .
\]

Because \(x^T\Delta x>0\), a negative \(\lambda\) means that the energy falls along this rotation. Your closed-shell solution is stationary, but it is not a minimum.

### Your ring in numbers

Take a regular H\(_6\) ring with side 1.6 Å, in Hartree–Fock with the STO-3G basis. With one orbital per atom, the ring symmetry fixes the shape of the orbitals. Filling the three with the fewest nodes gives the closed-shell density matrix without any iteration. Its residual norm is \(7\times10^{-15}\), so it is a solution to machine precision.

In the antisymmetric channel, \(\epsilon\) has one negative eigenvalue,

\[
\lambda=-0.4603 ,
\]

and the symmetric channel runs from 0.348 to 1.265. A finite-difference Jacobian of the complete map reproduces this \(\lambda\). The value belongs to the minimal basis: it is \(-0.30\) in 6-31G and \(-0.29\) in cc-pVDZ and cc-pVTZ, so the sign survives a larger basis but the digits do not. For a vector \(x\) of unit length, an explicit orbital rotation gives \(E''(0)=-0.9486\) hartree/rad², in agreement with \(4\lambda x^T\Delta x\).

For \(\alpha=0.1\) the predicted growth factor is \(1+0.1\times0.4603=1.0460\). The numerical check measures the factor over ten steps, starting from an error of norm \(10^{-6}\) along the unstable direction. It also counts the steps until the norm reaches \(10^{-3}\), for which \(\ln(\delta_1/\delta_0)=\ln10^3=6.908\).

| \(\alpha\) | measured growth per step |
|---|---|
| 0.5 | 1.23016 |
| 0.1 | 1.04603 |
| 0.01 | 1.00460 |
| 0.001 | 1.00046 |

| \(\alpha\) | steps counted | steps predicted |
|---|---|---|
| 0.3 | 54 | 53.4 |
| 0.03 | 504 | 503.7 |
| 0.003 | 5006 | 5005.7 |

Dividing \(\alpha\) by ten multiplies the waiting time by about ten. The direction of the drift stays the same.

There is a trap here if you judge convergence by the change between successive inputs. That change is \(\alpha(F[D_k]-D_k)\), so it becomes small merely because \(\alpha\) is small. With \(\alpha=0.001\) and an error of \(10^{-6}\) along the unstable direction, it is \(0.001\times0.4603\times10^{-6}\approx4.6\times10^{-10}\), although the error is growing. Monitor the residual without the factor \(\alpha\), and remember that even a small residual says nothing about stability.

### Why a restricted run converges anyway

"Repelling" does not mean that every start escapes. If \(D^\uparrow=D^\downarrow\), then both Fock matrices are equal, both outputs are equal, and so is the next pair of inputs. In exact arithmetic such a run never acquires a spin-antisymmetric component. It sees only the symmetric channel, whose eigenvalues are all positive here.

A spin-symmetric disturbance of norm \(10^{-2}\) does return to the saddle: with \(\alpha=0.3\) the residual falls below \(10^{-7}\) after 86 steps, at a distance of \(2.7\times10^{-7}\) from the solution. Convergence of a restricted calculation is therefore no evidence that the solution is stable once the restriction is lifted.

Rounding can break the symmetry in an unrestricted run if the two spins are not processed by identical floating-point operations. A spin asymmetry of \(10^{-16}\) along the unstable direction would grow in 86 steps by \((1+0.3\times0.4603)^{86}\approx7\times10^4\), which is still harmless. Rounding adds new asymmetry at every step, however, and in such a run it can pass \(10^{-3}\) after about two hundred steps.

### Where the drifting run goes

With a generic disturbance of norm \(10^{-6}\) and \(\alpha=0.1\), the run leaves the saddle and converges after 831 steps to a spin-polarized solution. The spin populations, up minus down in the orthogonalized atomic basis, alternate around the ring with magnitude 0.80. The energies are

\[
E_{\rm closed}=-2.7321,\qquad E_{\rm polarized}=-2.8865\ \text{hartree},
\]

so the polarized solution lies 0.1544 hartree lower. This gain depends strongly on the basis: it falls to 0.071 hartree in cc-pVDZ and 0.070 in cc-pVTZ, where the atomic spin populations are 0.68 and 0.59. It is a mean-field state in a minimal basis, without correlation beyond Hartree–Fock, and its spin pattern should not be read as that of the true ground state.

At this solution all eigenvalues of \(\epsilon\) are positive, from 0.450 to 1.000, for real density matrices with up and down spins treated separately. The upper value is the eigenvalue 1 of the occupied–occupied and empty–empty blocks; the occupied–empty eigenvalues end at 0.799. More general disturbances were not examined. Here your rule works, with the bound

\[
\alpha<\frac{2}{\lambda_{\max}}=\frac{2}{1.000}=2.00 .
\]

Starting from an error of \(10^{-5}\), 300 steps at 0.9 times the bound reduce the measured distance to \(2\times10^{-10}\). This value is the accuracy of the reference solution, not the error left in the run. The reference was converged to a residual of \(10^{-10}\), which corresponds to a distance of about \(10^{-10}/0.450\approx2\times10^{-10}\), while the slowest factor, \(|1-1.8|=0.8\) per step, gives \(0.8^{300}\approx10^{-29}\). At 1.1 times the bound the distance reaches \(3\times10^{19}\).

This enormous number has a simple origin. Write the exact step as

\[
e_{k+1}=(1-\alpha)\,e_k+\alpha\,(F[D_k]-D_*).
\]

The last bracket is bounded, because it is a difference of projectors of fixed rank. For \(\alpha=2.2\) the first term multiplies the error by \(-1.2\), so once the error is large enough, nothing can stop its growth. This is overshooting, and here a smaller \(\alpha\) is the right remedy.

### Could another choice of step reach the saddle?

A negative \(\alpha\) does not help. It would damp the unstable direction if \(|\alpha|\) is small, but the eigenvalues 1 found above would then give growth factors \(1+|\alpha|\). A spectrum with both signs cannot be handled by a single real number.

A matrix can do it. Replace \(\alpha\) by \(\epsilon^{-1}\), which exists if no eigenvalue is zero:

\[
D_{k+1}=D_k+\epsilon^{-1}(F[D_k]-D_k)
\quad\Rightarrow\quad
e_{k+1}=e_k-\epsilon^{-1}\epsilon\,e_k=0
\]

to first order. This is Newton's method. It reverses the step along the unstable direction because \(1/\lambda\) is negative there. With \(\epsilon\) recomputed at each input, a generic error of \(10^{-2}\) falls to \(3\times10^{-5}\) and then to \(6\times10^{-10}\) in two steps. The closed-shell solution is thus reachable from nearby, even by a start that breaks the spin symmetry. Linear mixing is what fails. DIIS, which looks for a vanishing residual whatever the sign of \(\lambda\), also returns to the closed-shell solution in this ring from spin-broken starts of norm \(10^{-3}\) to 0.3. A converged unrestricted DIIS run is therefore no proof of a minimum either.

### When the problem disappears

The sign of \(\lambda\) depends on the geometry. For a compact ring with side 0.9 Å, the lowest eigenvalue over both channels is \(+0.238\). A generic disturbance of norm \(10^{-2}\), including a spin-antisymmetric part, then dies out with \(\alpha=0.3\), and the run converges to the closed-shell solution in 206 steps. At this level of theory the lowest antisymmetric eigenvalue changes sign at a side of 1.18 Å. In cc-pVDZ the crossing moves to 1.22 Å, and the lowest eigenvalue at 0.9 Å is \(+0.222\). Exactly at that point \(\lambda=0\), the linear growth factor is one, and higher-order terms decide.

For your calculation, the useful question is which solution you want. If it is the closed-shell one, keep the two spins equal (which works only while all eigenvalues of the symmetric channel are positive, as they are at 1.6 Å; in STO-3G the lowest one turns negative between 2.5 and 3.0 Å) or use a Newton-type step or DIIS, and report it as a saddle. If you want the lower, spin-polarized solution, start with a spin disturbance that has a component along the unstable direction, as a generic one does, and let the run leave; its stability was checked here only against real disturbances with up and down spins treated separately. When a run drifts away, look at how the error behaves: alternating signs point to a step that is too long, while steady growth whose rate per step shrinks in proportion to \(\alpha\) points to a negative eigenvalue.

## Computed values

```
H6 ring, Hartree-Fock/STO-3G, side = 1.6 angstrom
closed-shell residual norm |F[D]-D| = 7.0e-15
closed-shell energy = -2.732114 hartree
HOMO-LUMO gap = 0.47652 hartree
eps, spin-antisymmetric channel: [-0.4603  0.0825  0.0825  0.172   0.172   0.3163  0.6653  0.6653  0.7374]
eps, spin-symmetric channel: [0.3482 0.6717 0.6717 0.7085 0.9221 1.0235 1.0235 1.265  1.265 ]
lowest eigenvalue lambda = -0.460312
number of negative eigenvalues = 1
lambda from finite-difference Jacobian = -0.460312
energy curvature: rotation -0.94862, 4*lambda*x.Delta.x -0.94862 hartree/rad^2
growth factor per step (alpha, measured, 1+alpha*|lambda|):
  0.500  1.2301559  1.2301559
  0.100  1.0460312  1.0460312
  0.010  1.0046031  1.0046031
  0.001  1.0004603  1.0004603
steps for error 1e-6 -> 1e-3 (alpha, counted, predicted):
  0.300      54  53.4
  0.030     504  503.7
  0.003    5006  5005.7
spin-symmetric start, error 1e-2, alpha 0.3: 86 steps, final distance 2.7e-07
generic start, error 1e-6, alpha 0.1: 831 steps, final distance 1.6057
spin-polarized energy = -2.886547 hartree
energy below closed shell = 0.154433 hartree
spin populations (up-down) on atoms 1-6: [-0.8035  0.8035 -0.8035  0.8035 -0.8035  0.8035]
polarized solution: lambda_min = 0.4497, lambda_max = 1.0000
polarized solution: alpha bound 2/lambda_max = 2.0000
  alpha = 0.9*bound: distance after 300 steps 2.2e-10
  alpha = 1.1*bound: distance after 300 steps 2.7e+19
Newton distances to saddle: 1.0e-02 2.7e-05 6.2e-10 7.8e-15 8.0e-15 8.2e-15
compact ring, side 0.9 angstrom: lowest lambda = 0.2383
compact ring, generic error 1e-2, alpha 0.3: 206 steps, final distance 4.0e-10
side where lambda changes sign = 1.1821 angstrom
```
